# Untruncated Anderson Acceleration and GMRES for a Linear Fixed-Point Map

## Definitions and conventions

The map is affine on $\mathbb R^n$, $G(x)=Ax+b$, and $M=I-A$ is nonsingular, so the fixed point $x^*=M^{-1}b$ is unique. The residual is
$$r(x)=G(x)-x=b-Mx .$$
No contraction property of $A$ is assumed. One inner product $\langle u,v\rangle=u^TWv$, with $W$ symmetric positive definite, and its norm $\|\cdot\|$ serve both methods. Arithmetic is exact until stated otherwise.

*Untruncated Anderson acceleration* starts from $x_0$. At step $k=0,1,\dots$ it holds $x_0,\dots,x_k$ and $f_i=r(x_i)$, finds coefficients $\alpha^{(k)}$ that minimize $\|\sum_{i=0}^k\alpha_if_i\|$ subject to $\sum_i\alpha_i=1$, and forms
$$\bar x_k=\sum_{i=0}^k\alpha_i x_i,\qquad x_{k+1}=\sum_{i=0}^k\alpha_i\big[(1-\beta_k)x_i+\beta_kG(x_i)\big],$$
with a mixing parameter $\beta_k\neq0$. The vector $\bar x_k$ is the averaged iterate.

*GMRES* for $Mx=b$ from the same $x_0$ uses $r_0=r(x_0)$ and the Krylov spaces $\mathcal K_k=\mathrm{span}\{r_0,Mr_0,\dots,M^{k-1}r_0\}$, $\mathcal K_0=\{0\}$. Its iterate $x_k^G$ minimizes $\|b-Mx\|$ over $x_0+\mathcal K_k$. The symbol $r_k=r(x_k^G)$ is kept for GMRES residuals, and $\theta_j=\|r_j\|/\|r_{j-1}\|$ when $r_{j-1}\ne0$. Since $\mathcal K_{j-1}\subset\mathcal K_j$, the minimum cannot rise and $\theta_j\le1$. Step $j$ stagnates if $\theta_j=1$.

## Statement

**Theorem (Walker–Ni, with mixing and weight).** Let $k\ge1$, $r_{k-1}\neq0$ and $\theta_j<1$ for $1\le j\le k-1$. Then $\alpha^{(k)}$ is unique and
$$\bar x_k=x_k^G,\qquad x_{k+1}=x_k^G+\beta_kr_k .$$

For $\beta_k=1$ the second relation reads $x_{k+1}=x_k^G+r(x_k^G)=G(x_k^G)$. For other $\beta_k$ the next iterate is the damped map $x+\beta_k r(x)$ applied to $x_k^G$. Step $k$ itself is allowed to stagnate.

## Proof

**Step 1: averaging commutes with the map.** For any coefficients with $\sum\alpha_i=1$ and $\bar x=\sum\alpha_ix_i$, the constant $b$ can be written $b\sum\alpha_i$, so
$$\sum_i\alpha_if_i=b\sum_i\alpha_i-M\sum_i\alpha_ix_i=r(\bar x),\qquad \sum_i\alpha_iG(x_i)=A\bar x+b=G(\bar x).$$
The update becomes
$$x_{k+1}=(1-\beta_k)\bar x_k+\beta_kG(\bar x_k)=\bar x_k+\beta_k\,r(\bar x_k).\tag{1}$$

**Step 2: the Anderson problem as a search over an affine set.** Setting $\alpha_0=1-\sum_{i\ge1}\alpha_i$ removes the constraint and gives $\bar x=x_0+\sum_{i=1}^k\alpha_i(x_i-x_0)$ with free $\alpha_1,\dots,\alpha_k$. By Step 1, Anderson minimizes $\|b-Mx\|$ over $x_0+S_k$, where $S_k=\mathrm{span}\{x_1-x_0,\dots,x_k-x_0\}$.

**Step 3: the minimizer over $x_0+V$ is unique for any subspace $V$.** With $x=x_0+z$ the residual is $r_0-Mz$, and $Mz$ ranges over the subspace $MV$. Split $r_0=p+q$ with $p\in MV$ and $q\perp MV$. Then $\|r_0-Mz\|^2=\|p-Mz\|^2+\|q\|^2$, which is least when $Mz=p$ and at no other $Mz$. Nonsingular $M$ fixes $z=M^{-1}p$. Three facts follow:

- (a) if $S_j=\mathcal K_j$ then $\bar x_j=x_j^G$, whether or not the coefficients are unique;
- (b) $r_j=q\perp M\mathcal K_j$;
- (c) $r_j=r_0-Mz\in\mathcal K_{j+1}$, because $r_0\in\mathcal K_1$ and $M\mathcal K_j\subset\mathcal K_{j+1}$.

**Step 4: lemma.** Let $j\ge1$, $\dim\mathcal K_j=j$, $r_{j-1}\ne0$, and let $P_j$ be the orthogonal projector on $\mathcal K_j$. Then
$$P_jr_j=\theta_j^2\,r_{j-1},\qquad \|r_j-P_jr_j\|^2=\|r_j\|^2(1-\theta_j^2).\tag{2}$$
The $j$ generators of $\mathcal K_j$ are independent, so the first $j-1$ are too, and $\dim M\mathcal K_{j-1}=j-1$ because $M$ is nonsingular. The subspace $M\mathcal K_{j-1}$ lies in $\mathcal K_j$. The vector $r_{j-1}$ lies in $\mathcal K_j$ by (c), is orthogonal to $M\mathcal K_{j-1}$ by (b), and is nonzero. Counting dimensions,
$$\mathcal K_j=M\mathcal K_{j-1}\oplus\mathrm{span}\{r_{j-1}\}$$
as an orthogonal sum. By (b), $r_j$ is orthogonal to $M\mathcal K_j\supset M\mathcal K_{j-1}$, so its projection has a component along $r_{j-1}$ alone: $P_jr_j=r_{j-1}\langle r_{j-1},r_j\rangle/\|r_{j-1}\|^2$. The difference $r_{j-1}-r_j=M(x_j^G-x_{j-1}^G)$ lies in $M\mathcal K_j$, so (b) gives $\langle r_{j-1}-r_j,r_j\rangle=0$, that is $\langle r_{j-1},r_j\rangle=\|r_j\|^2$. This is the first relation in (2). Pythagoras gives the second: $\|r_j\|^2-\theta_j^4\|r_{j-1}\|^2=\|r_j\|^2-\theta_j^2\|r_j\|^2$.

**Step 5: induction.** The claim is $S_j=\mathcal K_j$ and $\dim\mathcal K_j=j$ for $1\le j\le k$. The norms do not rise and $r_{k-1}\neq0$, so $r_0,\dots,r_{k-1}$ are nonzero. At step 0 the constraint forces $\alpha_0=1$, $\bar x_0=x_0$, and (1) gives $x_1-x_0=\beta_0r_0\ne0$, which is the claim for $j=1$. Suppose it holds for some $j\le k-1$. By (a) and (1),
$$x_{j+1}-x_0=(x_j^G-x_0)+\beta_jr_j .$$
The first term lies in $\mathcal K_j$ and the second in $\mathcal K_{j+1}$, so $S_{j+1}\subset\mathcal K_{j+1}$. The first term does not contribute to the distance from $\mathcal K_j$, and (2) gives
$$\delta_j\equiv\mathrm{dist}(x_{j+1}-x_0,\,S_j)=|\beta_j|\,\|r_j\|\sqrt{1-\theta_j^2}.\tag{3}$$
Each factor is positive: $\beta_j\ne0$ by convention, $r_j\neq0$ and $\theta_j<1$ by hypothesis since $j\le k-1$. Hence $\dim S_{j+1}=j+1$. The space $\mathcal K_{j+1}$ has $j+1$ generators and contains $S_{j+1}$, so the two coincide and have dimension $j+1$.

**Step 6: conclusion.** At $j=k$, (a) gives $\bar x_k=x_k^G$ and (1) gives $x_{k+1}=x_k^G+\beta_kr_k$. The vectors $x_i-x_0$, $i=1,\dots,k$, span a space of dimension $k$ and are independent, so the expansion of $x_k^G-x_0$ in them is unique. This fixes $\alpha_1,\dots,\alpha_k$, and the constraint fixes $\alpha_0$. $\square$

## Consequences under the hypotheses

The GMRES iterate contains no $\beta$, so $\bar x_k$ and the least-squares minimum $\|\sum\alpha_if_i\|=\|r_k\|$ are the same for every sequence of nonzero mixing parameters. The coefficients $\alpha^{(k)}$ and the points $x_i$ do depend on it. In exact arithmetic, for the linear map and full history, mixing sets the length (3) of each new direction and leaves the searched space unchanged.

The residual of the next iterate is $f_{k+1}=b-Mx_k^G-\beta_kMr_k=(I-\beta_kM)r_k$, which is $Ar_k$ for $\beta_k=1$. A code that monitors $\|f_{k+1}\|$ sees $\|r_k\|$ multiplied by a factor bounded above by $\|I-\beta_kM\|$; monotonic decrease is shown for $\|r_k\|$ and not for $\|f_k\|$.

Plain iteration $y_{l+1}=G(y_l)$, $y_0=x_0$, has $r(y_{l+1})=G(y_{l+1})-G(y_l)=A\,r(y_l)$, so $y_k-x_0=\sum_{l<k}A^lr_0$. Since $A=I-M$, this is a polynomial of degree $k-1$ in $M$ acting on $r_0$ and lies in $\mathcal K_k$. Therefore $\|r_k\|\le\|r(y_k)\|$. Both sides cost $k+1$ evaluations of $G$.

GMRES terminates. The dimensions of the nested $\mathcal K_j$ cannot exceed $n$, so $\mathcal K_{m+1}=\mathcal K_m$ for some $m\le n$. Then $M\mathcal K_m\subset\mathcal K_m$, and equality holds because $M$ preserves dimension. So $r_0\in M\mathcal K_m$ and $r_m=0$. If $d\le n$ is the first index with $r_d=0$ and no earlier step stagnates, the theorem at $k=d$ gives $\bar x_d=x_{d+1}=x^*$.

## Solving for the coefficients

With $B_{il}=\langle f_i,f_l\rangle$ the objective is $\alpha^TB\alpha$. Stationarity of $\alpha^TB\alpha-2\lambda(\mathbf 1^T\alpha-1)$ gives the bordered (Pulay) system $B\alpha=\lambda\mathbf 1$, $\mathbf 1^T\alpha=1$. Multiplying by $\alpha^T$ shows $\lambda=\alpha^TB\alpha=\|r_k\|^2$. The bordered matrix is nonsingular under the hypotheses even when $B$ is singular. A null vector $(a,\mu)$ obeys $Ba+\mu\mathbf 1=0$ and $\mathbf 1^Ta=0$, so $a^TBa=0$ and $\sum a_if_i=0$. With $\sum a_i=0$ this equals $-M\sum_{i\ge1}a_i(x_i-x_0)$, and independence forces $a=0$, then $\mu=0$.

The unconstrained form minimizes $\|f_k-\sum_{i=0}^{k-1}\gamma_i(f_{i+1}-f_i)\|$. Collecting the coefficient of each $f_i$ gives
$$\alpha_0=\gamma_0,\qquad \alpha_i=\gamma_i-\gamma_{i-1}\ \ (0<i<k),\qquad\alpha_k=1-\gamma_{k-1},$$
whose sum telescopes to 1. An orthogonal factorization of the difference matrix avoids forming a Gram matrix, whose singular values are the squares of those of its factor. The floating-point results below use this form with columns scaled to unit length.

The ratios $\theta_k$ are available inside an Anderson code as ratios of successive least-squares minima. The consecutive differences $x_{i+1}-x_i$, $i<j$, span $S_j$, and $x_{j+1}-x_j$ differs from $x_{j+1}-x_0$ by a member of $S_j$. The diagonal entry of the QR factor of these differences (for $W=I$) belonging to $x_{j+1}-x_j$ therefore has magnitude $\delta_j$, which allows (3) to be checked in a running code.

## When the hypotheses fail

**Stagnation.** Let $j$ be the first step with $\theta_j=1$, $r_{j-1}\neq0$. The theorem still holds at $k=j$. The point $x_{j-1}^G\in x_0+\mathcal K_j$ attains the minimum, so uniqueness gives $x_j^G=x_{j-1}^G$ and $r_j=r_{j-1}\in\mathcal K_j$. Then $x_{j+1}-x_0=(x_{j-1}^G-x_0)+\beta_jr_{j-1}\in\mathcal K_j=S_j$, so $S_{j+1}=S_j$. Step 3 gives $\bar x_{j+1}=\bar x_j$, equation (1) again places $x_{j+2}-x_0$ in $S_j$, and by repetition $\bar x_l=x_{j-1}^G$ for all $l\ge j$ and every choice of $\beta_l$. The coefficients are no longer unique for $l>j$, while $\bar x_l$ is. GMRES meanwhile reaches $x^*$ by step $n$. Restarting from the frozen $\bar x$ does not help: $r_j\in\mathcal K_j$ and (b) give $\langle r_j,Mr_j\rangle=0$, so the best multiple of $Mr_j$ to subtract from $r_j$ is zero and the first step of the restarted run stagnates.

The same relation gives a sufficient condition. If $\langle v,Mv\rangle\neq0$ for all $v\ne0$, no step with nonzero residual stagnates. This covers $\|A\|<1$ in the operator norm of $W$, since $\langle v,Mv\rangle=\|v\|^2-\langle v,Av\rangle\ge(1-\|A\|)\|v\|^2$.

**A three-dimensional case.** Take $W=I$, $\beta=1$, $x_0=0$, $b=e_1$ and
$$M=\begin{pmatrix}1&1&0\\1&1+\epsilon&3\\0&1&1\end{pmatrix}.$$
The columns $c_1=Me_1=(1,1,0)$ and $c_2=Me_2=(1,1+\epsilon,1)$ show $\mathcal K_1=\mathrm{span}\{e_1\}$, $\mathcal K_2=\mathrm{span}\{e_1,e_2\}$. Anderson has $x_1=e_1$, $f_0=e_1$, $f_1=e_1-c_1=-e_2$. Minimizing $\alpha_0^2+\alpha_1^2$ with unit sum gives $\alpha=(\tfrac12,\tfrac12)$, $\bar x_1=(\tfrac12,0,0)$, $r_1=(\tfrac12,-\tfrac12,0)$ and $x_2=(1,-\tfrac12,0)$. The part of $c_2$ orthogonal to $c_1$ is $u=c_2-(1+\epsilon/2)c_1=(-\epsilon/2,\epsilon/2,1)$, with $\|u\|^2=1+\epsilon^2/2$ and $\langle r_1,u\rangle=-\epsilon/2$. Hence
$$r_2=r_1+\frac{\epsilon/2}{1+\epsilon^2/2}\,u,\qquad (r_2)_3=\frac{\epsilon}{2+\epsilon^2}.$$
The solution follows from rows 1 and 3, $x^*_2=-x_3^*$ and $x_1^*=1+x_3^*$, inserted in row 2: $1+(3-\epsilon)x_3^*=0$, so $x_3^*=1/(\epsilon-3)$.

At $\epsilon=0$, $\det M=-3$ and $r_2=r_1$. The GMRES values $\|r_k\|^2$ are $1,\tfrac12,\tfrac12,0$, and step 3 gives $x^*=(\tfrac23,\tfrac13,-\tfrac13)$. Anderson returns $x_3=x_2$ and keeps $\bar x=(\tfrac12,0,0)$. A nonsingular $M$ is thus not enough for the theorem.

For $\epsilon\ne0,3$ the hypotheses hold at $k=3$ and $\bar x_3=x^*$. The points $x_0,x_1,x_2$ have zero third component and $(x_3)_3=(r_2)_3$, so
$$\alpha_3^{(3)}=\frac{x_3^*}{(r_2)_3}=\frac{2+\epsilon^2}{\epsilon(\epsilon-3)} .$$
For $\epsilon=1/10$ this is $2.01/(-0.29)=-6.931$; for $1/100$ and $1/1000$ it is $-66.89$ and $-666.9$. The general form comes from projecting $\bar x_k-x_0=\sum\alpha_i(x_i-x_0)$ on the complement of $\mathcal K_{k-1}$, where the last term alone survives: $|\alpha_k^{(k)}|=\mathrm{dist}(x_k^G-x_0,\mathcal K_{k-1})/\delta_{k-1}$. A step close to stagnation followed by a step of ordinary size needs a large coefficient, and an error $\eta_k$ in the evaluation of $G(x_k)$ enters $x_{k+1}$ as $\beta_k\alpha_k\eta_k$ at fixed coefficients.

**Other conditions.** With history truncated to the last $m+1$ points the algorithm is unchanged for $k\le m$; beyond that the search set is smaller than $x_0+\mathcal K_k$ and Step 2 no longer leads to GMRES. If the two methods use different weights, (a) compares different minimization problems. If some $\beta_j=0$, then $\delta_j=0$. For a smooth nonlinear $G$, Taylor expansion about $\bar x$ gives $\sum\alpha_iG(x_i)=G(\bar x)+O(\sum|\alpha_i|\,\|x_i-\bar x\|^2)$, the linear term vanishing because $\sum\alpha_i(x_i-\bar x)=0$; Step 1 then holds to first order in the spread of the history, and the theorem is not claimed.

The theorem, the lemma, (3) and the relation for $f_{k+1}$ were tested as equalities in rational arithmetic on a $5\times5$ map with spectral radius 2.934, for which $A^l$ does not tend to zero, with Euclidean and weighted norms and with constant and varying $\beta$, including negative values. On that map a history of depth $m=1$ differs from GMRES at $k=2$, and mismatched norms differ at $k=1$.

## The linearized SCF cycle as an affine map

Consider closed-shell Hartree–Fock with converged real orthonormal orbitals $\phi_p$, energies $\varepsilon_p$, occupied indices $i,j$, virtual indices $a,b$, and gaps $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. In this basis $D=2P$, with $P$ the projector on the occupied space, and
$$F_{pq}=h_{pq}+\sum_{rs}D_{rs}\big[(pq|rs)-\tfrac12(pr|sq)\big],$$
$$(pq|rs)=\frac{e^2}{4\pi\epsilon_0}\iint\frac{\phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$
A field $\mathcal E$ along $z$ has potential $-\mathcal Ez$, so an electron of charge $-e$ gains $\delta h=+e\mathcal Ez$. Input orbitals $\phi_j+\sum_bU_{bj}\phi_b$, with dimensionless $U$, give to first order $\delta P_{bj}=\delta P_{jb}=U_{bj}$ and $\delta D=2\,\delta P$. Inserting both blocks,
$$\delta F_{ai}=e\mathcal Ez_{ai}+\sum_{bj}2U_{bj}\big[(ai|bj)+(ai|jb)-\tfrac12(ab|ji)-\tfrac12(aj|bi)\big].$$
For real orbitals $(ai|jb)=(ai|bj)$ and $(ab|ji)=(ab|ij)$, so $\delta F_{ai}=e\mathcal Ez_{ai}+\sum_{bj}T_{ai,bj}U_{bj}$ with
$$T_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi).$$
Diagonalization returns a projector $P'=P+\delta P'$ that commutes with $F+\delta F$. To first order $[F,\delta P']+[\delta F,P]=0$. The $ai$ element of the first commutator is $(\varepsilon_a-\varepsilon_i)\delta P'_{ai}$, and that of the second is $\delta F_{ai}$ because $P_{ii}=1$ and $P_{aa}=0$. Idempotency, $P\,\delta P'+\delta P'P=\delta P'$, makes the occupied–occupied and virtual–virtual blocks vanish, so the output is again described by amplitudes $U'_{ai}=\delta P'_{ai}$:
$$G(U)=-\Delta^{-1}\big(e\mathcal E z+TU\big),\qquad A=-\Delta^{-1}T,\quad b=-e\mathcal E\,\Delta^{-1}z,$$
with $\Delta$ diagonal. The fixed point solves the coupled-perturbed Hartree–Fock equations. The induced dipole is $-e\sum_{pq}\delta D_{pq}z_{pq}=-4e\sum U_{ai}z_{ai}$, one factor 2 from double occupation and one from the two blocks. The polarizability component, written $\alpha_{zz}$ and unrelated to the Anderson coefficients, is
$$\alpha_{zz}[U]=-\frac{4e}{\mathcal E}\sum_{ai}U_{ai}z_{ai}.$$
$T$ is symmetric under $ai\leftrightarrow bj$, so $\Delta^{1/2}A\Delta^{-1/2}=-\Delta^{-1/2}T\Delta^{-1/2}$ is symmetric. The eigenvalues of $A$ are real, and its operator norm for $W=\Delta$ equals its spectral radius $\rho$. If $\rho<1$, stagnation is excluded in that weighted norm. The argument does not carry over to the Euclidean norm. There $\rho<1$ does not imply $\|A\|<1$, so either $\|A\|<1$ is checked separately or $\theta_k$ is inspected during the run. For the water map below the Euclidean norm of $A$ is 0.684, and stagnation is excluded in that norm as well.

## Worked example: water in a weak field

The molecule is water at RHF/6-31G with O–H distance $9.6\times10^{-11}$ m and angle $105^\circ$, a rounded geometry near the measured shape, in $\mathcal E=1.00\times10^9$ V/m along the twofold axis. Five occupied and eight virtual orbitals give $n=40$. The smallest gap is $3.070\times10^{-18}$ J, $\rho=0.5917$ and $\mathrm{cond}(M)=3.44$. The affine map agrees with a central difference of an actual SCF cycle (Fock build and diagonalization) to $1.2\times10^{-7}$ relative to the norm of the output amplitudes. The runs use $W=I$, $x_0=0$, $\beta=1$, and GMRES by Arnoldi orthogonalization; the full table is in the numerical output below.

At $k=1$, $x_1=r_0=b$ and $f_1=r_0-Mr_0$, so the averaged residual is $r_0-\alpha_1Mr_0$. Setting the derivative of its squared norm to zero,
$$\alpha_1=\frac{r_0\cdot Mr_0}{\|Mr_0\|^2}=\frac{2.526358\times10^{-6}}{2.208758\times10^{-6}}=1.143791,\qquad\alpha_0=-0.143791 .$$
With $\|r_0\|=1.770339\times10^{-3}$, $\|r_0\|^2=3.13410\times10^{-6}$, and
$$\|r_1\|^2=\|r_0\|^2-\alpha_1\,r_0\cdot Mr_0=(3.13410-2.88963)\times10^{-6}=0.24447\times10^{-6},$$
so $\|r_1\|=4.944\times10^{-4}$ and $\theta_1=4.944/17.703=0.2793$. Equation (3) predicts $\delta_1=4.9445\times10^{-4}\sqrt{1-0.0780}=4.748\times10^{-4}$, and the QR diagonal of the Anderson differences gives $4.7477\times10^{-4}$.

For $k=1,\dots,7$ the ratios $\theta_k$ lie between 0.063 and 0.280, so the hypotheses hold and $\sqrt{1-\theta_k^2}\ge0.96$. The coefficients printed for $k=1,2,3$ do not exceed 1.42 in magnitude, for instance $\alpha^{(3)}=(0.068,-0.180,-0.302,1.415)$. The largest $\|\bar x_k-x_k^G\|$ is $4.4\times10^{-15}$ relative to $\|U^*\|=2.497\times10^{-3}$, the largest $\|x_{k+1}-G(x_k^G)\|$ is $1.4\times10^{-15}$ on the same scale, and a run with $\beta=0.5$ reproduces $x_k^G$ to $6.9\times10^{-15}$. These deviations lie far below the smallest residual, $\|r_7\|/\|U^*\|=6.5\times10^{-7}$, so the comparison distinguishes neighbouring iterates.

| $k$ | $\|r_k\|$ | plain $\|r(y_k)\|$ | $\alpha_{zz}$ ($10^{-41}$ C² m² J⁻¹) |
|---|---|---|---|
| 1 | $4.94\times10^{-4}$ | $5.39\times10^{-4}$ | 6.17361 |
| 2 | $1.21\times10^{-4}$ | $2.90\times10^{-4}$ | 7.27866 |
| 3 | $1.81\times10^{-5}$ | $1.19\times10^{-4}$ | 7.24951 |
| 4 | $2.01\times10^{-6}$ | $7.53\times10^{-5}$ | 7.24963 |
| 7 | $1.61\times10^{-9}$ | $1.25\times10^{-5}$ | 7.24930 |

At $k=7$ the plain residual is $1.254\times10^{-5}/1.615\times10^{-9}\approx7.8\times10^3$ times the Anderson minimum. The plain residual falls unevenly: from $k=5$ to 6 by $2.336/3.685=0.634$, from 6 to 7 by $1.254/2.336=0.537$, with geometric mean 0.583. A single factor above $\rho=0.5917$ is permitted because $\rho$ bounds $A$ in the $\Delta$-weighted norm and the table uses the Euclidean one. The alternation comes from eigenvalues of opposite sign. Eigenvectors of different eigenvalues are orthogonal in the $\Delta$-weighted inner product but in general not in the Euclidean one, so each pair of excited eigenvalues can add to $\|r(y_k)\|^2$ a cross term proportional to the $k$-th power of their product. Where the product is negative, the term changes sign at every step. The two largest in magnitude that the field excites, $-0.592$ and $+0.475$, give one such term. It accounts for only part of the alternation, and pairs of $-0.592$ with smaller positive eigenvalues contribute as well. In the weighted norm the cross terms vanish and the reduction factors rise steadily towards $\rho$.

The polarizability does not improve monotonically. Relative to the fixed-point value $7.249302\times10^{-41}$ C² m² J⁻¹ the errors are $-14.8\%$ at $k=1$, $+0.40\%$ at $k=2$, $+2.8\times10^{-5}$ at $k=3$ and $+4.5\times10^{-5}$ at $k=4$, although the residual drops by $\theta_4=0.11$ in the last of these steps. Since $U^*-\bar x_k=M^{-1}r_k$,
$$\alpha_{zz}[\bar x_k]-\alpha_{zz}[U^*]=\frac{4e}{\mathcal E}\,z\cdot M^{-1}r_k .$$
This is one component of $r_k$. Its magnitude is bounded by $(4e/\mathcal E)\|M^{-T}z\|\,\|r_k\|$, and the bound decreases, but the component depends on the direction of $r_k$ as well, which the minimization of $\|r_k\|$ does not control. A small change in a property between two steps is for this reason a weaker convergence test than the residual.

The converged induced dipole is $7.2493\times10^{-32}$ C m. A finite-field RHF calculation at $\pm\mathcal E$ gives $\alpha_{zz}=7.2494\times10^{-41}$ C² m² J⁻¹, higher by $1.6\times10^{-5}$ relative to the linear value. The central difference cancels the dipole term quadratic in $\mathcal E$ and keeps the cubic one, and it carries the SCF convergence error; the relative excess scales as $\mathcal E^2$ from $0.5\times10^9$ to $4\times10^9$ V/m ($3.9\times10^{-6}$ at half the field, $6.2\times10^{-5}$ at twice the field), so the cubic term accounts for it. As a volume, $\alpha_{zz}/4\pi\epsilon_0=6.5\times10^{-31}$ m³, or 0.65 Å³. The many digits above test the algebra and describe this model alone: it omits electron correlation, polarization and diffuse basis functions, and nuclear motion, and the measured mean polarizability volume of water is roughly 1.5 Å³. The value is not converged in the basis: at the same geometry and RHF level, $\alpha_{zz}/4\pi\epsilon_0$ is 0.75 Å³ in 6-31G**, 1.20 Å³ in aug-cc-pVDZ and 1.25 Å³ in aug-cc-pVTZ. The map itself shifts less: in aug-cc-pVDZ the smallest gap is $2.37\times10^{-18}$ J, $\rho=0.648$, the Euclidean norm of $A$ is 0.792 and $\mathrm{cond}(M)=3.66$, so stagnation remains excluded in both norms.

## Numbers as computed

```
rational 5x5 test: spectral radius of A = 2.934 (dimensionless)
3x3, eps=0 (dimensionless): det M = -3 ; GMRES |r_k|^2, k=0..3 = [1, 1/2, 1/2, 0]
3x3, eps=0: Anderson x_1, x_2, x_3 = [[1, 0, 0], [1, -1/2, 0], [1, -1/2, 0]]
3x3, eps=0: frozen xbar = [1/2, 0, 0] ; solution = [2/3, 1/3, -1/3]
3x3, eps=1/10: last coefficient alpha_3 = -6.9310
3x3, eps=1/100: last coefficient alpha_3 = -66.8930
3x3, eps=1/1000: last coefficient alpha_3 = -666.8893
water: O-H = 9.600e-11 m, angle = 105.0 deg, field = 1.00e+09 V/m
RHF energy = -3.312714e-16 J, smallest orbital gap = 3.07030e-18 J
occupied = 5, virtual = 8, dimension = 40
spectral radius of A = 0.5917, cond(M) = 3.436
linear map vs finite-difference SCF cycle: rel. error = 1.2e-07
|r0| = 1.770339e-03, r0.M r0 = 2.526358e-06, |M r0|^2 = 2.208758e-06, |U*| = 2.497331e-03
alpha^(1) = -0.143791 1.143791
alpha^(2) = -0.175295 0.338852 0.836443
alpha^(3) = 0.067977 -0.180205 -0.302412 1.414641
k, |r_k| GMRES, |sum alpha f|, theta_k, |r| plain, new direction (all dimensionless), alpha_zz (C^2 m^2/J)
1 4.94446e-04 4.94446e-04 0.2793 5.387e-04 4.74770e-04 6.173606e-41
2 1.21477e-04 1.21477e-04 0.2457 2.902e-04 1.17753e-04 7.278655e-41
3 1.81264e-05 1.81264e-05 0.1492 1.186e-04 1.79235e-05 7.249506e-41
4 2.00616e-06 2.00616e-06 0.1107 7.532e-05 1.99383e-06 7.249626e-41
5 2.34542e-07 2.34542e-07 0.1169 3.685e-05 2.32933e-07 7.249329e-41
6 2.54193e-08 2.54193e-08 0.1084 2.336e-05 2.52696e-08 7.249305e-41
7 1.61455e-09 1.61455e-09 0.0635 1.254e-05 1.61129e-09 7.249302e-41
max |xbar - xg|/|U*| = 4.4e-15; with beta = 0.5: 6.9e-15
max |x_next - G(xg)|/|U*| = 1.4e-15
induced dipole at fixed point = 7.249302e-32 C m
alpha_zz fixed point = 7.249302e-41 C^2 m^2/J, finite field = 7.249415e-41 C^2 m^2/J
polarizability volume alpha_zz/(4 pi eps0) = 6.51535e-31 m^3
```
